# Equilibrium Strain of a Free-Standing Film with Two Identical Stressed Surfaces, part 2

A wide, flat, free-standing crystalline film with two identical faces carries no load, yet its surface stress strains it in its plane. The question is how accurate the simple formula for this strain is when the film is thin.

The crystal is cubic with (001) faces, elastic constants $C_{11}$ and $C_{12}$, and $z$ normal to the film. The in-plane strain $\varepsilon$, equal in $x$ and $y$, is measured from stress-free bulk. The thickness $h$ is the number of atomic layers times the unstrained bulk layer spacing. Per unit unstrained area, and measured from the same number of atoms in unstrained bulk, the film has the energy

$$W(\varepsilon)=h\,w(\varepsilon)+2\gamma(\varepsilon).$$

Here $w$ is the energy per unit unstrained volume of bulk at the same in-plane strain, free of stress along $z$, and $\gamma$ is the surface energy of one face. Their expansions are

$$w=M\varepsilon^2+L\varepsilon^3,\qquad \gamma=\gamma_0+2f\varepsilon+S\varepsilon^2 .$$

The surface stress $f$ is positive when tensile, $S$ is the excess stiffness of a surface, and $L$ describes how the bulk stiffness changes with strain. The biaxial modulus is

$$M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

The in-plane stress of the interior is $\sigma=\tfrac12\,dw/d\varepsilon$, at leading order $\sigma=-2f/h$. Its normal strain is $-2(C_{12}/C_{11})\varepsilon$.

The film chooses the strain that makes $dW/d\varepsilon$ vanish:

$$2Mh\varepsilon+3Lh\varepsilon^2+4f+4S\varepsilon=0 .$$

For a thick film $\varepsilon$ is of order $1/h$, so the first and third terms balance at leading order and give the simple formula

$$\varepsilon_1=-\frac{2f}{Mh}.$$

The second and fourth terms, of order $1/h$, were dropped there.

Q: Then how large is the error?

A: Write $\varepsilon=\varepsilon_1+\varepsilon_2$, with $\varepsilon_2$ of order $1/h^2$. The terms of order $1/h$ in the condition are

$$2Mh\varepsilon_2+3Lh\varepsilon_1^2+4S\varepsilon_1=0,$$

and therefore

$$\varepsilon_2=-\frac{3L}{2M}\,\varepsilon_1^2-\frac{2S}{Mh}\,\varepsilon_1 .$$

The definition of $\varepsilon_1$ gives $1/(Mh)=-\varepsilon_1/(2f)$ for $f\neq0$. The last term is then $+(S/f)\varepsilon_1^2$. Dividing by $\varepsilon_1$,

$$\frac{\varepsilon}{\varepsilon_1}-1=\varepsilon_1\left(\frac Sf-\frac{3L}{2M}\right)+O(h^{-2}).$$

The relative error of the simple formula falls as $1/h$. The next terms in the expansions, $\varepsilon^4$ in $w$ and $\varepsilon^3$ in $\gamma$, add terms of order $1/h^2$ to the condition and so affect only the remainder.

Q: Your $h$ counts layers. I might prefer the distance between the outermost atomic planes, which is one spacing less. Do we then disagree about the strain?

A: We disagree about the leading formula by a relative amount of order $1/h$, and the correction makes up for it. Let your thickness be $h'=h+\delta$. The film energy $W$ is the same for both of us, so your surface energy must be

$$\gamma'=\gamma-\tfrac12\delta\,w .$$

Since $w$ begins with $M\varepsilon^2$, the values of $\gamma_0$ and $f$ are unchanged, but $S'=S-\tfrac12M\delta$. Your correction differs from mine, at this order, by

$$\varepsilon_1\left(-\frac{M\delta}{2f}\right)=\frac{\delta}{h},$$

where I have inserted $\varepsilon_1$. Your leading strain is $-2f/[M(h+\delta)]\approx\varepsilon_1(1-\delta/h)$. The two changes cancel to this order. The surface stress is thus insensitive to how the thickness is counted, while $S$ has a value only together with a convention for $h$.

Q: All this is continuum reasoning applied to a few layers of atoms. I want to see it confronted with atoms that know nothing about $f$ or $M$.

A: Take a model fcc metal with (001) faces. It has round parameters and does not represent a particular element. The energy of atom $i$ is

$$E_i=A\sum_j e^{-p(r_{ij}/r_0-1)}-\xi\sqrt{\sum_j e^{-2q(r_{ij}/r_0-1)}},$$

where $j$ runs over nearest neighbours. The first term is a pair repulsion. The second is an attraction that grows more slowly than the number of neighbours. I choose $r_0=2.80$ Å, $\xi=1.20$ eV, $p=12$ and $q=4$.

The constant $A$ follows from requiring that $r_0$ be the bond length of the bulk. With 12 neighbours at a common distance $r$ and $x=r/r_0-1$, the energy per atom is $12Ae^{-px}-\sqrt{12}\,\xi e^{-qx}$. Its slope at $x=0$ must vanish:

$$-12Ap+\sqrt{12}\,\xi q=0,\qquad A=\frac{\xi q}{\sqrt{12}\,p}=0.1155\ \text{eV}.$$

An (001) layer is a square lattice of side $r_0$, and each atom sits above the centre of a square in the layer below. The horizontal offset is $r_0/\sqrt2$. For the bond between layers to have length $r_0$ as well, the spacing must be $r_0/\sqrt2=1.980$ Å.

Q: Can you tell in advance which sign $f$ will have?

A: The bonds give an indication. Differentiate the total energy with respect to the length of one bond between atoms $i$ and $j$, at $r=r_0$. The repulsion is counted once for each atom and gives $-2Ap/r_0$. The attraction of an atom with $Z$ neighbours gives $+\xi q/(r_0\sqrt Z)$. The tension in the bond is

$$t=\frac{\xi q}{r_0}\left(\frac1{\sqrt{Z_i}}+\frac1{\sqrt{Z_j}}\right)-\frac{2Ap}{r_0}.$$

In the bulk both $Z$ are 12, and the value of $A$ makes $t$ zero. An atom in the outermost layer has 8 neighbours. For a bond within that layer,

$$t=\frac{2\xi q}{r_0}\left(\frac1{\sqrt8}-\frac1{\sqrt{12}}\right)>0 .$$

Bonds within the surface layer would like to be shorter, which suggests a tensile $f$. This is the state before the layers shift along $z$. The shift changes the tension, so the value of $f$ has to be computed with the layers relaxed.

Q: And how do you compute $f$ without slipping in the answer?

A: The film's own equilibrium strain is not used. A slab of 30 layers is held at several prescribed in-plane strains near zero, and its layer spacings are relaxed at each. Subtracting the energy of as many bulk atoms at the same strain, and dividing by twice the unstrained area, gives $\gamma(\varepsilon)$. Half its slope at zero is

$$f=0.0558\ \text{eV/Å}^2=0.894\ \text{N/m}.$$

It is indeed tensile. A slab of 20 layers was tested to give the same $f$ within one part in a million, so the faces do not disturb each other noticeably at these thicknesses. The surface energy is $\gamma_0=0.0368$ eV/Å$^2$, clearly different from $f$.

The modulus comes from the bulk alone. The elastic constants are $C_{11}=1.190$ and $C_{12}=0.833$ eV/Å$^3$, so

$$M=1.190+0.833-\frac{2(0.833)^2}{1.190}\approx0.857\ \text{eV/Å}^3,$$

or 137 GPa. Half the curvature of the bulk energy density under equibiaxial strain gives the same value.

Q: Then predict something.

A: For 20 layers, $h=20\times1.980=39.6$ Å, and

$$\varepsilon_1=-\frac{2\times0.0558}{0.857\times39.6}\approx-0.0033=-0.33\,\% .$$

Separately, films were relaxed completely, with the in-plane spacing free as well. The results are in percent. The last two columns are relative to $\varepsilon_1$: the deviation $\varepsilon/\varepsilon_1-1$ that was found, and the one predicted by the first correction.

| Layers | $\varepsilon$ | $\varepsilon_1$ | Found | Predicted |
|---:|---:|---:|---:|---:|
| 10 | −0.633 | −0.658 | −3.85 | −4.02 |
| 20 | −0.323 | −0.329 | −1.97 | −2.01 |
| 40 | −0.163 | −0.164 | −0.99 | −1.00 |
| 80 | −0.082 | −0.082 | −0.50 | −0.50 |

Even at 10 layers the leading formula is off by only about 4 % of its own value. The deviation halves, nearly, with each doubling of the thickness. The numerical output gives these values with more digits.

Q: Agreement between two small numbers in the last columns could be luck. What would show that the correction is the right one?

A: What is left after subtracting it must fall as $1/h^2$, that is, by a factor of about 4 per doubling. In percentage points the remainder is 0.17 at 10 layers, 0.04 at 20 and 0.01 at 40. From 40 to 80 layers it was tested to fall by more than a factor of 3. A wrong coefficient would have left a remainder that merely halves.

Q: Why is the contraction smaller than the leading formula says? I would have guessed that a surface with missing bonds is soft and gives way more easily.

A: Your guess describes one of two contributions. Here $S=-0.231$ eV/Å$^2$ and $L=-5.85$ eV/Å$^3$, so

$$\frac Sf\approx-4.1,\qquad -\frac{3L}{2M}\approx+10.2 .$$

For 10 layers $\varepsilon_1=-0.0066$. The surface term contributes $(-0.0066)(-4.1)\approx+2.7\,\%$ and increases the contraction. The bulk term contributes $(-0.0066)(10.2)\approx-6.7\,\%$ and reduces it. The meaning of the second is that with $L<0$ and $\varepsilon<0$ the term $L\varepsilon^3$ is positive, so the crystal resists compression more strongly than Hooke's law says. In this model the bulk term wins, and the sum is $-4.0\,\%$.

The division into two parts rests on counting $h$ in layers, since $S$ depends on that choice. If $h$ is instead the distance between the outermost planes, then $\delta=-1.98$ Å and $S'=S-\tfrac12M\delta\approx+0.62$ eV/Å$^2$. Even the sign of the surface term changes, so calling the surface soft has a meaning only together with a convention for $h$. The total correction also depends on the convention, since it changes by $\delta/h$. With the plane-to-plane thickness it keeps its sign and becomes larger; it would change sign only for $\delta$ above about $+0.8$ Å. The strain of the film itself does not depend on the choice.

Q: You also claimed that the interior is compressed by $-2f/h$. Is it?

A: For 80 layers $h=158.4$ Å, and $-2f/h=-0.1129$ GPa. The bulk crystal at the strain of the relaxed film has the in-plane stress $-0.1133$ GPa. The small difference can be derived. The condition $dW/d\varepsilon=0$ reads $h\,dw/d\varepsilon+2\,d\gamma/d\varepsilon=0$. With $dw/d\varepsilon=2\sigma$ and $d\gamma/d\varepsilon=2f+2S\varepsilon$ it becomes

$$\sigma=-\frac{2f}{h}\left(1+\frac{S\varepsilon}{f}\right).$$

With $S/f\approx-4.1$ and $\varepsilon\approx-0.0008$ the bracket exceeds 1 by about 0.3 %, which accounts for the difference. The surface stress acts at the film's own strain, where it is slightly larger than at zero strain.

The layers in the middle of this film are also farther apart than in the bulk, by 0.115 %. The elastic relation gives $-2(0.833/1.190)(-0.082\,\%)\approx0.115\,\%$. The film shrinks in its plane, and its interior expands along the normal.

Q: What would have happened if I had insisted on the surface energy in place of the surface stress?

A: For 80 layers you would have predicted $-0.054\,\%$, while the relaxed film has $-0.082\,\%$. Your contraction would be too small by about a third of the true one. This error does not go away in thicker films, because both strains fall as $1/h$ and their ratio tends to $\gamma_0/f$.

Q: Is the relaxed film truly a minimum, or just a point where the forces vanish?

A: For 20 layers the matrix of second derivatives of the energy was tested to have only positive eigenvalues, so it is a minimum with respect to the displacements that the model allows. These are a common in-plane spacing and all the layer spacings. Each layer stays a square lattice and stays flat.

A surface that reconstructs, by rearranging its atoms into another pattern, lies outside this calculation. The continuum formula would still apply to it if the new surface had an isotropic stress, but with the $f$ of that surface. Thermal motion is left out too, so the numbers belong to a static lattice.

Q: Give me a way to judge quickly whether the effect matters for a given film.

A: The ratio $2f/M$ is a length, and the leading strain is minus that length divided by $h$. In the model it is

$$\frac{2f}{M}=\frac{2\times0.0558}{0.857}\approx0.13\ \text{Å},$$

a small fraction of a bond length. In the model a contraction of 0.1 % therefore belongs to a film of about 130 Å, and one of 0.01 % to a film ten times thicker. For a real film the length must be formed from its own $f$ and $M$, and it can be several times larger: $M=80$ GPa, near the value for gold with (001) faces, and $f=2$ N/m give 0.5 Å, so a contraction of 0.1 % would then belong to a film of about 500 Å. As $h$ grows without limit, the strain vanishes and the bulk spacing returns.

In the other direction the formula fails gradually at first. The correction can be written as $-\lambda/h$ with

$$\lambda=\frac{2f}{M}\left(\frac Sf-\frac{3L}{2M}\right)\approx0.13\ \text{Å}\times6.1\approx0.8\ \text{Å}.$$

For the leading formula to be good this correction must be small, so $h$ must be much larger than the magnitude of this length. There is a second condition, that the two surfaces remain independent. When the film is so thin that the disturbed layers of one face reach those of the other, $\gamma$ itself depends on $h$, and an expansion with fixed $f$ and $S$ no longer describes the film. With nearest-neighbour interactions the disturbance reaches only a few layers. In a real metal film the confinement of the conduction electrons can make $\gamma$ and $f$ vary with $h$ over a longer range, which this model does not contain.

## Computed values

```
bond length r0 = 2.80 angstrom
attraction strength xi = 1.20 eV
repulsion strength A = 0.11547 eV
decay parameters p = 12, q = 4 (dimensionless)
bulk layer spacing d0 = 1.9799 angstrom
C11 = 1.1902 eV/angstrom^3
C12 = 0.8332 eV/angstrom^3
M from elastic constants = 0.8570 eV/angstrom^3
M from biaxial energy = 0.8570 eV/angstrom^3 = 137.3 GPa
cubic bulk coefficient L = -5.850 eV/angstrom^3
surface energy gamma0 = 0.03680 eV/angstrom^2
surface stress f = 0.05582 eV/angstrom^2 = 0.894 N/m
quadratic surface coefficient S = -0.2308 eV/angstrom^2
lowest Hessian eigenvalue, 20 layers = 2.0658 eV/angstrom^2
10 layers: h = 19.80 angstrom
  relaxed strain = -0.6326 %, -2f/(Mh) = -0.6580 %
  relative deviation = -3.851 %, predicted = -4.017 %
20 layers: h = 39.60 angstrom
  relaxed strain = -0.3225 %, -2f/(Mh) = -0.3290 %
  relative deviation = -1.966 %, predicted = -2.009 %
40 layers: h = 79.20 angstrom
  relaxed strain = -0.1629 %, -2f/(Mh) = -0.1645 %
  relative deviation = -0.994 %, predicted = -1.004 %
80 layers: h = 158.39 angstrom
  relaxed strain = -0.0818 %, -2f/(Mh) = -0.0822 %
  relative deviation = -0.499 %, predicted = -0.502 %
80 layers, interior stress = -0.1133 GPa
80 layers, -2f/h = -0.1129 GPa
80 layers, interior normal strain = 0.1146 %
80 layers, -2(C12/C11) strain = 0.1146 %
80 layers, wrong strain with gamma0 for f = -0.0542 %
```
